# Phonon-assisted absorption in metals: Allen's uniform-field rate and its inversion, part 1

(Sections cited here and not found follow in the later parts.)

## Phonon-assisted infrared absorption in a metal: Allen's scattering rate and its inversion

### The form of the answer

This section treats the response of the conduction electrons to a spatially uniform oscillating field. This describes infrared light only when the field inside the metal, which decays over the penetration depth $c/\omega_p$ ($c$ the speed of light, $\omega_p$ the plasma frequency), varies little over the distance $v_F/\omega$ that an electron travels in one radian of the oscillation, and when the surface adds no scattering of its own. A uniform field couples to the total electric current. If the total current is conserved, the field cannot connect the ground state to any other state and no energy is absorbed. In a one-band metal without scattering this is the situation: every Bloch electron keeps its wave vector, and the current it carries is a constant of the motion. Absorption needs a process that changes the current, and at zero temperature in a clean crystal the simplest one is the emission of a phonon that takes an electron from $\mathbf k$ to $\mathbf k'$. If the electron-phonon coupling does not itself depend on the field, the amplitude for absorbing a photon along with this emission vanishes when the velocity does not change. It is linear in the field, which points along $x$, so it is proportional to $v_{kx}-v_{k'x}$, and the rate carries the weight $(v_{kx}-v_{k'x})^2$. The phonon spectrum therefore enters through a coupling function weighted with the squared velocity change, written $\alpha^2F_{\rm tr}(\Omega)$, a dimensionless function of the phonon frequency $\Omega$.

Dimensional analysis fixes most of the rest. With $\hbar=1$ a scattering rate $1/\tau$ is an energy. To lowest order in the coupling it is linear in $\alpha^2F_{\rm tr}$, so it is an integral $\int d\Omega\,\mathcal K\,\alpha^2F_{\rm tr}(\Omega)$ with a dimensionless kernel $\mathcal K$. At zero temperature, and for a photon frequency $\omega$ far below every band energy, the only energies left are $\omega$ and $\Omega$, so

$$\frac{1}{\tau(\omega)}=\int_0^\infty d\Omega\;\mathcal K(\Omega/\omega)\,\alpha^2F_{\rm tr}(\Omega). \tag{1}$$

Energy conservation makes $\mathcal K$ vanish for $\Omega>\omega$. For $\Omega<\omega$ the energy $\omega-\Omega$ is left for the electron, which must start below the Fermi level and end above it. The starting energies that allow this fill a window of width $\omega-\Omega$. If the amplitude has no further dependence on $\Omega$, the kernel is proportional to this width divided by $\omega$, that is to $1-\Omega/\omega$. That the amplitude has this property, and that the constant of proportionality is $2\pi$, has to be calculated.

### Model, conventions and the definition of $\tau$

The algebra uses atomic units ($\hbar=m_e=e=1$, Gaussian fields, electron charge $-1$). The metal is normal, at $T=0$, with one spin-degenerate band $\varepsilon_k$ measured from the Fermi level and velocities $v_k\equiv v_{kx}=\partial\varepsilon_k/\partial k_x$. The occupation $f_k$ is 1 for $\varepsilon_k<0$ and 0 above. Sums over $k$ run over wave vectors of one spin in a volume $V$, and spin is counted explicitly. The Hamiltonian without field is

$$H=\sum_{k\sigma}\varepsilon_k n_{k\sigma}+\sum_{q\nu}\omega_{q\nu}b^\dagger_{q\nu}b_{q\nu}+\sum_{kk'\nu\sigma}g^{\nu}_{k'k}\,c^\dagger_{k'\sigma}c_{k\sigma}\,\big(b_{q\nu}+b^\dagger_{-q\nu}\big), \tag{2}$$

with $\mathbf q=\mathbf k'-\mathbf k$ up to a reciprocal lattice vector. The coupling $g$ is an energy and scales as $V^{-1/2}$. Hermiticity of $H$ gives $|g^\nu_{k'k}|=|g^\nu_{kk'}|$, and time reversal gives $\omega_{q\nu}=\omega_{-q\nu}$ and $v_{-k}=-v_k$.

The field is described by a uniform vector potential along $x$, with the speed of light absorbed so that $E=-\partial A/\partial t$. For charge $-1$ the momentum $p_x$ is replaced by $p_x+A$, and the band energy becomes

$$\varepsilon(k_x+A)=\varepsilon_k+A\,v_k+\tfrac12A^2\,\partial^2\varepsilon_k/\partial k_x^2+\dots \tag{3}$$

Three assumptions are made here. The field is uniform over the distance $v_F/\omega$ that an electron travels in one radian of the oscillation, which excludes the anomalous skin effect. And interband matrix elements of the momentum are dropped. They cause direct absorption above the interband onset $\Delta$, and below it they mix an amount of order $A\,p/\Delta$ of other bands into each state. It will turn out that the intraband amplitude is of order $A\,\Delta v/\omega$ times $g$, so the neglected amplitude is smaller by a factor of order $\omega/\Delta$ when the velocity change $\Delta v$ is comparable with $p$ and the phonon coupling between bands is no larger than $g$. The estimate does not cover scattering that hardly changes the velocity. Finally, the coupling $g$ is taken not to depend on $A$. A coupling that varies with $k$ and $k'$, as bond-stretching coupling in a tight-binding band does, shifts with them and adds the term $A\,(\partial_{k_x}+\partial_{k'_x})\,g$. If $g$ varies on the band scale $W$, this is smaller than $A\,g\,\Delta v/\omega$ by a factor of order $\omega/W$ or less for large-angle scattering, but it need not vanish when $v_k=v_{k'}$.

Without scattering, the electric current density in the state with fixed occupations is $j=-(2/V)\sum_kf_k\,v(k_x+A)$. The term of zeroth order vanishes because $v$ is odd in $\mathbf k$. The linear term is $-(2A/V)\sum_kf_k\,\partial v_k/\partial k_x$. An integration by parts over the Brillouin zone has no boundary term, since all functions are periodic, and $-\partial f_k/\partial k_x=v_k\,\delta(\varepsilon_k)$. Hence $j=-KA$ with

$$K\equiv\frac{\omega_p^2}{4\pi}=\frac{2N(0)\langle v_x^2\rangle}{V},\qquad N(0)\langle v_x^2\rangle\equiv\sum_kv_k^2\,\delta(\varepsilon_k),\qquad N(0)\equiv\sum_k\delta(\varepsilon_k). \tag{4}$$

For $A\propto e^{-i\omega t}$ one has $E=i\omega A$, so $j=-KE/(i\omega)$ and the conductivity of the collisionless metal is $\sigma=iK/\omega$. It is purely imaginary at $\omega\ne0$, in agreement with the symmetry argument.

With scattering, the conductivity can always be written with a complex memory function $M(\omega)$,

$$\sigma(\omega)=\sigma_1+i\sigma_2=\frac{iK}{\omega+M(\omega)},\qquad \sigma_1=K\,\frac{{\rm Im}\,M}{(\omega+{\rm Re}\,M)^2+({\rm Im}\,M)^2}. \tag{5}$$

The Drude model is the case $M=i/\tau$ with constant $\tau$. Since $M$ vanishes with the coupling, it starts at order $g^2$, and to this order the denominator in (5) is $\omega^2$. The rate of this section is defined as the part of ${\rm Im}\,M$ of order $g^2$, which is read off from the absorption at that order:

$$\sigma_1(\omega)=\frac{K}{\omega^2\,\tau(\omega)}\qquad(\text{order }g^2). \tag{6}$$

As a statement about the true $\sigma_1$, equation (6) needs $|M|\ll\omega$. This means $\omega\tau\gg1$ and also ${\rm Re}\,M\ll\omega$, and the second condition is not implied by the first.

### The amplitude for absorbing a photon and emitting a phonon

Take $A(t)=A_0\cos\omega t$, so that $E=E_0\sin\omega t$ with $E_0=\omega A_0$. The term of (3) linear in $A$ gives

$$H'(t)=A(t)\,J,\qquad J=\sum_{k\sigma}v_k\,n_{k\sigma}. \tag{7}$$

The $A^2$ term oscillates at frequencies $0$ and $2\omega$ and is of second order in the field, so it does not enter a one-photon amplitude linear in $A_0$.

Let $|i\rangle$ be the filled Fermi sea without phonons and $|f\rangle$ a state with an electron moved from an occupied $k$ to an empty $k'$ and one phonon present. Both are eigenstates of $J$, with eigenvalues that differ by $J_i-J_f=v_k-v_{k'}$, and their energies differ by $E_f-E_i=\varepsilon_{k'}-\varepsilon_k+\omega_{q\nu}$. The matrix element of (2) between them is $g\equiv\pm g^\nu_{k'k}$, because $b^\dagger$ acting on the phonon vacuum gives 1, and the fermion sign drops out of $|g|^2$. To first order in $g$ the amplitude $c_f$ is fed by $|i\rangle$ alone:

$$i\,\dot c_f=\big(E_f+A(t)J_f\big)c_f+g\,c_i,\qquad i\,\dot c_i=\big(E_i+A(t)J_i\big)c_i .$$

Because $H'$ is diagonal it can be removed exactly. With $\int_0^tA\,dt'=(A_0/\omega)\sin\omega t$, set $c_n=a_n\exp[-iE_nt-iJ_n(A_0/\omega)\sin\omega t]$. Then $a_i=1$ and

$$i\,\dot a_f=g\,e^{i(E_f-E_i)t}\,e^{-iz\sin\omega t},\qquad z=\frac{(J_i-J_f)A_0}{\omega}. \tag{8}$$

To first order in the field,

$$e^{-iz\sin\omega t}\simeq1-iz\sin\omega t=1+\frac z2e^{-i\omega t}-\frac z2e^{i\omega t}.$$

A term leads to a steady transition rate only if its total phase in (8) is stationary. The term $1$ needs $E_f=E_i$ and the term $e^{+i\omega t}$ needs $E_f=E_i-\omega$. Neither is possible, since $E_f>E_i$ when the initial state is the ground state. The term $e^{-i\omega t}$ is stationary at $E_f=E_i+\omega$, and its coefficient is the amplitude

$$\mathcal M=\frac{gz}{2}=g\,\frac{A_0}{2}\,\frac{v_k-v_{k'}}{\omega}. \tag{9}$$

Written with $J_i-J_f$ in place of $v_k-v_{k'}$, the two terms are the two time orderings of second-order perturbation theory. If the photon is absorbed first, the electrons are still in $|i\rangle$, the matrix element is $A_0J_i/2$ and the energy denominator is $(E_i+\omega)-E_i=+\omega$. If the phonon is emitted first, the photon is absorbed by the state $|f\rangle$ with matrix element $A_0J_f/2$, and the denominator is $E_i-E_f=-\omega$. The opposite signs give the sum $g\,(A_0/2)(J_i-J_f)/\omega$, in which all electrons other than the scattered one cancel. For the filled Fermi sea $J_i=0$ because $v$ is odd, so there the whole amplitude comes from the second ordering, with $J_f=v_{k'}-v_k$. Both denominators equal the photon energy in magnitude, so $\mathcal M$ contains the phonon frequency only through $g$, which is the property assumed after (1).

The program tests (9) by diagonalizing the Floquet matrix of the driven two-state problem. At resonance the states $|i\rangle$ and $|f\rangle$ with one photon fewer are degenerate and coupled by $\mathcal M$, so their quasi-energies split by $2|\mathcal M|$. In units $\omega=1$, with $g=0.001$, $A_0=0.01$, $v=1.5$ and $v'=-0.5$, formula (9) gives $2|\mathcal M|=0.001\times0.01\times2=2.00000\times10^{-5}$, and the smallest gap found is $1.99990\times10^{-5}$. The shortfall of $5\times10^{-5}$ relative to $2|\mathcal M|$ is the next order in the field. The cubic term of the exponential is $+iz^3\sin^3\omega t/6$, and $\sin^3\phi=(3\sin\phi-\sin3\phi)/4$ turns the coefficient $z$ into $z(1-z^2/8)$, with $z^2/8=0.02^2/8=5\times10^{-5}$. For equal velocities the gap is below the test bound of $10^{-8}$.

### Golden rule for the conductivity

Keeping the resonant term, (8) integrates to $a_f=-i\mathcal M\int_0^te^{i\Delta_ft'}dt'$ with $\Delta_f=E_f-E_i-\omega$, so $|a_f|^2=|\mathcal M|^2\,4\sin^2(\Delta_ft/2)/\Delta_f^2$. For long times this function of $\Delta_f$ is a peak of area $2\pi t$ and width of order $1/t$, which gives the rate $2\pi|\mathcal M|^2\delta(\Delta_f)$. Other final states do not contribute at order $g^2$: a phonon with no pair has $k'=k$ and zero velocity change, and a pair with no phonon needs two powers of $g$ in the amplitude. Summing over all pairs, branches and two spins,

$$\Gamma=2\pi\cdot2\sum_{kk'\nu}|g^\nu_{k'k}|^2\frac{A_0^2}{4\omega^2}(v_k-v_{k'})^2f_k(1-f_{k'})\,\delta(\varepsilon_{k'}-\varepsilon_k+\omega_{q\nu}-\omega). \tag{10}$$

Each event takes the energy $\omega$ from the field, so the absorbed power is $\omega\Gamma$. Macroscopically it is the time average of $VjE$. Only the current in phase with $E$ contributes and $\sin^2\omega t$ averages to $1/2$, so $\omega\Gamma=\tfrac12\sigma_1\omega^2A_0^2V$, or

$$\sigma_1=\frac{2\Gamma}{\omega A_0^2V}. \tag{11}$$

The numerical factors from (10) and (11) are $2\cdot2\pi\cdot2/4=2\pi$, so

$$\sigma_1(\omega)=\frac{2\pi}{V\omega^3}\sum_{kk'\nu}|g^\nu_{k'k}|^2(v_k-v_{k'})^2f_k(1-f_{k'})\,\delta(\varepsilon_{k'}-\varepsilon_k+\omega_{q\nu}-\omega). \tag{12}$$

### Reduction to the Fermi surface

The sum in (12) is sorted by energies by inserting $1=\int d\varepsilon\,\delta(\varepsilon-\varepsilon_k)$, the same for $k'$, and $1=\int d\Omega\,\delta(\Omega-\omega_{q\nu})$. Define

$$F(\varepsilon,\varepsilon',\Omega)=\frac{1}{2N(0)\langle v_x^2\rangle}\sum_{kk'\nu}|g^\nu_{k'k}|^2(v_k-v_{k'})^2\,\delta(\varepsilon-\varepsilon_k)\,\delta(\varepsilon'-\varepsilon_{k'})\,\delta(\Omega-\omega_{q\nu}). \tag{13}$$

By (4) the factor $2N(0)\langle v_x^2\rangle/V$ that compensates this normalization is $K$, so (12) is, without approximation,

$$\sigma_1=K\,\frac{2\pi}{\omega^3}\int_0^\infty d\Omega\int_{-\infty}^0d\varepsilon\int_0^\infty d\varepsilon'\,F(\varepsilon,\varepsilon',\Omega)\,\delta(\varepsilon'-\varepsilon+\Omega-\omega). \tag{14}$$

The transport spectral function is the value on the Fermi surface,

$$\alpha^2F_{\rm tr}(\Omega)\equiv F(0,0,\Omega),\qquad\lambda_{\rm tr}\equiv2\int_0^\infty\frac{d\Omega}{\Omega}\,\alpha^2F_{\rm tr}(\Omega). \tag{15}$$

It refers to the direction $x$, and in a crystal of less than cubic symmetry each principal axis has its own. The Eliashberg function $\alpha^2F$ is the same sum with the weight $(v_k-v_{k'})^2/2\langle v_x^2\rangle$ replaced by 1, that is $N(0)^{-1}\sum|g|^2\delta(\varepsilon_k)\delta(\varepsilon_{k'})\delta(\Omega-\omega_{q\nu})$, and it defines $\lambda$ as in (15). The normalization in (13) makes the two equal for isotropic coupling, meaning that $\sum_\nu|g^\nu|^2\delta(\Omega-\omega_\nu)$ does not depend on $k$ and $k'$. Then the cross term $-2v_kv_{k'}$ sums to zero because $v$ is odd, and $v_k^2+v_{k'}^2$ sums to $2N(0)\langle v_x^2\rangle N(0)$, so both functions equal $N(0)\sum_\nu|g^\nu|^2\delta(\Omega-\omega_\nu)$.

Let $\nu=\omega-\Omega$ from here on denote the energy left for the pair; as a subscript, $\nu$ remains the phonon branch label. The delta function in (14) sets $\varepsilon=\varepsilon'-\nu$. The conditions $\varepsilon'>0$ and $\varepsilon<0$ then read $0<\varepsilon'<\nu$, which has solutions only for $\nu>0$. With $u=\varepsilon'$,

$$\int_{-\infty}^0d\varepsilon\int_0^\infty d\varepsilon'\,F\,\delta(\varepsilon'-\varepsilon-\nu)=\theta(\nu)\int_0^\nu du\,F(u-\nu,u,\Omega). \tag{16}$$

Both electron energies lie within $\nu<\omega$ of the Fermi level. If $F$ varies with them only on a band scale $W\gg\omega$, it can be replaced by $F(0,0,\Omega)$, and (16) becomes $(\omega-\Omega)\,\theta(\omega-\Omega)\,\alpha^2F_{\rm tr}(\Omega)$. Inserting this in (14) and comparing with (6) gives Allen's formula,

$$\frac1{\tau(\omega)}=\frac{2\pi}{\omega}\int_0^\omega d\Omega\,(\omega-\Omega)\,\alpha^2F_{\rm tr}(\Omega), \tag{17}$$

which is (1) with $\mathcal K(x)=2\pi(1-x)\,\theta(1-x)$.

Within the one-band model the error of freezing $F$ is of second order in $\nu/W$ when $F$ is smooth. Exchanging the names $k$ and $k'$ in (13) leaves $|g|^2$, $(v_k-v_{k'})^2$ and $\omega_{q\nu}$ unchanged, so $F(\varepsilon,\varepsilon',\Omega)=F(\varepsilon',\varepsilon,\Omega)$. The linear term of its expansion is therefore $F_1(\varepsilon+\varepsilon')=F_1(2u-\nu)$, and $\int_0^\nu(2u-\nu)\,du=0$. A van Hove singularity or a band edge within $\omega$ of the Fermi level spoils the expansion, and then (14) has to be used.

The second-order term can be found in closed form for a parabolic band with one constant coupling to all $k'$ and a single phonon frequency. With the energy $E=k^2/2$ counted from the band bottom, the density of states is proportional to $\sqrt E$ and the shell average of $v_x^2$ is $2E/3$. The cross term vanishes, so $F\propto\sqrt{EE'}\,(E+E')$. Writing $E=E_F(1+a)$ and $E'=E_F(1+b)$, and using $\sqrt{1+a}=1+a/2-a^2/8+\dots$,

$$\frac{F}{F(0,0)}=\sqrt{(1+a)(1+b)}\,\Big(1+\frac{a+b}2\Big)=1+(a+b)-\frac{(a-b)^2}8+\frac{(a+b)^2}4+\dots$$

Here the square root contributes the second-order terms $-a^2/8-b^2/8+ab/4=-(a-b)^2/8$, and the product of the two linear terms gives $(a+b)^2/4$. With $s=\nu/E_F$, $b$ uniform on $(0,s)$ and $a=b-s$, one has $(a-b)^2=s^2$, while $a+b=2b-s$ is uniform on $(-s,s)$ with mean zero and mean square $s^2/3$. The error of the exact golden rule relative to (17) is then

$$-\frac{s^2}8+\frac{s^2}{12}=-\frac{s^2}{24}. \tag{18}$$

The program integrates (16) numerically for this model and finds $-4.17\times10^{-4}$ at $s=0.1$ and $-1.68\times10^{-3}$ at $s=0.2$, against $-4.17\times10^{-4}$ and $-1.67\times10^{-3}$ from (18). Agreement within 2 percent of (18) is asserted. The comparison is made with the Einstein form below, so it also checks the reduction from (14) to (19), but not the factor $2\pi$, which enters both sides.

For a uniform field at zero temperature and to lowest order in the electron-phonon coupling, this part has derived Allen's formula (17) for the scattering rate. What remains is to examine its limits, to test it on a solvable model, to invert it for the phonon spectrum, and to see how far the inversion holds for a rate measured at finite coupling.
